# Shear constants of the bcc Wigner crystal and their Voigt average

## Problem

Electrons are held at rest on the sites of a body-centred cubic (bcc) lattice, in a uniform positive background that makes the system neutral. Hartree atomic units are used. The electron density is $n=3/(4\pi r_s^3)$, and $E_M<0$ is the electrostatic (Madelung) energy per electron.

(a) Define the shear constants $c_{44}$ and $c'=(c_{11}-c_{12})/2$ so that the pressure of the crystal does not enter them, and derive rapidly convergent lattice sums for both.

(b) Evaluate them for bcc in units of $n/r_s$, to four decimals.

(c) Show that the Voigt average of the shear constants is $2/15$ of the magnitude of the Madelung energy per volume:

$$\frac{2c'+3c_{44}}{5}=\frac{2}{15}\,n|E_M| .$$

(d) Does this relation guarantee that a cubic Wigner crystal is stable against shear? Give the bcc constants in pascal for $r_s=200$.

## Solution

### 1. Shear at fixed volume

A homogeneous deformation moves the site $\mathbf R$ to $F\mathbf R$. Apart from a rotation, which costs no energy, every volume-conserving $F$ can be written as $F=e^{s}$ with $s$ symmetric. Since $\det e^{s}=e^{\operatorname{tr}s}$, fixed volume means $\operatorname{tr}s=0$. The background stays uniform with the same density.

Let $W$ be the energy change per volume. In a cubic crystal a term linear in $s$ can only be proportional to $\operatorname{tr}s$, so it vanishes here and $W$ starts at second order. Another strain measure that differs from $s$ at second order, for the same fixed-volume deformations, therefore changes $W$ only at third order. Fixed volume is essential: the choice $F=1+\varepsilon$ with $\operatorname{tr}\varepsilon=0$ has $\det F=1-\tfrac12\operatorname{tr}\varepsilon^2+\dots$, and the pressure would then do work at second order.

The elastic energy of a cubic crystal is

$$W=\frac{c_{11}}2\sum_i s_{ii}^2+c_{12}\sum_{i<j}s_{ii}s_{jj}+2c_{44}\sum_{i<j}s_{ij}^2 .$$

From $(\sum_i s_{ii})^2=0$ it follows that $\sum_{i<j}s_{ii}s_{jj}=-\tfrac12\sum_i s_{ii}^2$. Hence

$$W=c'\sum_i s_{ii}^2+c_{44}\sum_{i\neq j}s_{ij}^2 .\tag{1}$$

Because $\operatorname{tr}s^2=\sum_i s_{ii}^2+\sum_{i\ne j}s_{ij}^2$, a purely diagonal strain gives $c'=W/\operatorname{tr}s^2$, and a purely off-diagonal one gives $c_{44}=W/\operatorname{tr}s^2$. There is one electron per primitive cell, so no relative positions inside the cell are left to relax.

### 2. The energy as a convergent sum

The energy per electron is half the interaction of one electron with all the others and with the background. Each part diverges separately, so the interaction is damped and the damping is removed at the end:

$$E=\lim_{\beta\to0}\frac12\left[\sum_{\mathbf R\ne0}\frac{e^{-\beta R^2}}{R}-n\int d^3r\,\frac{e^{-\beta r^2}}{r}\right].\tag{2}$$

The background's own share of the energy is half its charge times the mean potential. It is zero, because with the damped interaction the electrons and the background produce opposite mean potentials.

Now split $1/r=\operatorname{erfc}(\alpha r)/r+\operatorname{erf}(\alpha r)/r$ with any $\alpha>0$.

The first part has short range and needs no damping. Its background integral is

$$n\int_0^\infty 4\pi r\operatorname{erfc}(\alpha r)\,dr=\frac{4\pi n}{4\alpha^2}=\frac{\pi n}{\alpha^2}.$$

The second part is smooth, with the value $2\alpha/\sqrt\pi$ at $r=0$. Add this value to complete the sum over all sites, and subtract it again. By Poisson's formula the complete sum equals $n$ times the sum of the Fourier transform over all reciprocal vectors $\mathbf G$. The background cancels the term $\mathbf G=0$. For $\mathbf G\neq0$ the transform tends to $4\pi e^{-G^2/4\alpha^2}/G^2$ as $\beta\to0$. The result is the Ewald form

$$E=\frac12\left[\sum_{\mathbf R\neq0}\varphi(R)+4\pi n\sum_{\mathbf G\ne0}\psi(G)-\frac{\pi n}{\alpha^2}-\frac{2\alpha}{\sqrt\pi}\right],\tag{3}$$

$$\varphi(r)=\frac{\operatorname{erfc}(\alpha r)}{r},\qquad \psi(G)=\frac{e^{-G^2/4\alpha^2}}{G^2}.$$

Definition (2) does not contain $\alpha$, so $E$ does not depend on it, for the strained lattice as well as for the unstrained one.

### 3. Second-order change of each term

Let $\mathbf v$ be the unit vector along $\mathbf R$, and put $a=\mathbf v\cdot s\mathbf v$ and $b=\mathbf v\cdot s^2\mathbf v$. Since $s$ is symmetric,

$$|e^{s}\mathbf R|^2=\mathbf R\cdot e^{2s}\mathbf R=R^2(1+2a+2b+\dots).$$

The square root, to second order, is

$$|e^{s}\mathbf R|=R\left(1+a+b-\tfrac12a^2+\dots\right).$$

For a function $f(R)$ write $\theta=R\,d/dR$, so that $Rf'=\theta f$ and $R^2f''=(\theta^2-\theta)f$. The second-order part of the change of $f$ is

$$\left(b-\tfrac12a^2\right)\theta f+\tfrac12a^2(\theta^2-\theta)f
=b\,\theta f+\tfrac12a^2(\theta^2-2\theta)f .\tag{4}$$

The first-order part $a\,\theta f$ vanishes when summed over a cubic shell, because the shell average of $v_iv_j$ is $\delta_{ij}/3$ and $\operatorname{tr}s=0$.

The products $\mathbf G\cdot\mathbf R$ must keep their values, so the reciprocal vectors become $e^{-s}\mathbf G$. Replacing $s$ by $-s$ changes the sign of $a$ but leaves (4) unaltered. Equation (4) therefore holds for $\psi(G)$ too, with $\theta=G\,d/dG$. The last two terms of (3) depend on $n$ and $\alpha$ alone and do not change.

### 4. Averages over a cubic shell

The shell average of $b$ is $\operatorname{tr}s^2/3$. For $a^2$ two averages are needed, $q=\langle v_x^4\rangle$ and $p=\langle v_x^2v_y^2\rangle$. With

$$K=v_x^4+v_y^4+v_z^4,$$

which is the same for all vectors related by cubic symmetry, $q=K/3$. Averaging $(v_x^2+v_y^2+v_z^2)^2=1$ gives $3q+6p=1$, so $p=(1-K)/6$.

- For $c'$ take $s=\eta\,\mathrm{diag}(1,-1,0)$, for which $\operatorname{tr}s^2=2\eta^2$. Then $\langle a^2\rangle=\eta^2\langle(v_x^2-v_y^2)^2\rangle=2\eta^2(q-p)$, and $w'\equiv\langle a^2\rangle/\operatorname{tr}s^2=q-p=(3K-1)/6$.
- For $c_{44}$ take $s_{xy}=s_{yx}=\eta$, again with $\operatorname{tr}s^2=2\eta^2$. Then $\langle a^2\rangle=4\eta^2p$, and $w_{44}\equiv\langle a^2\rangle/\operatorname{tr}s^2=2p=(1-K)/3$.

Multiplying the energy change per electron by $n$ gives $W$. Both constants thus follow from one formula, in which $w$ is $w'$ or $w_{44}$:

$$\frac{c}{n}=\frac12\sum_{\mathbf R\ne0}\left[\frac{\theta\varphi}3+\frac w2(\theta^2-2\theta)\varphi\right]+2\pi n\sum_{\mathbf G\ne0}\left[\frac{\theta\psi}3+\frac w2(\theta^2-2\theta)\psi\right].\tag{5}$$

It remains to write out the derivatives. Let $g=(2\alpha/\sqrt\pi)\,e^{-\alpha^2r^2}$. Then

$$\theta\varphi=-\varphi-g,\qquad \theta g=-2\alpha^2r^2g,\qquad \theta^2\varphi=\varphi+g+2\alpha^2r^2g,$$

$$(\theta^2-2\theta)\varphi=3\varphi+(3+2\alpha^2r^2)\,g .\tag{6}$$

In reciprocal space let $u=G^2/4\alpha^2$, so that $\theta u=2u$. Then

$$\theta\psi=-(2+2u)\psi,\qquad \theta^2\psi=\left[-4u+(2+2u)^2\right]\psi=(4+4u+4u^2)\psi,$$

$$(\theta^2-2\theta)\psi=(8+8u+4u^2)\psi .\tag{7}$$

This completes part (a).

### 5. Numbers for bcc

All lengths scale with $r_s$ and all Coulomb energies with $1/r_s$, so it is enough to take $r_s=1$. Then $n=0.238732$ and, with two electrons per cube, the cube edge is $a_0=(2/n)^{1/3}=2.030983$. The choice $\alpha=1.10$ makes both sums converge quickly.

**First real-space shell.** There are 8 neighbours along $(111)$ at $R=1.7589$, with $K=1/3$, so $w'=0$ and $w_{44}=2/9$. Here $\alpha^2R^2=3.7433$, $\varphi=0.003534$ and $g=0.02939$. Equation (6) gives

$$\theta\varphi=-0.03292,\qquad(\theta^2-2\theta)\varphi=0.0106+10.487\times0.02939=0.3188 .$$

With the factor $8/2=4$, the contributions are

$$c'/n:\quad 4\times\frac{-0.03292}{3}=-0.0439,$$

$$c_{44}/n:\quad 4\left(\frac{-0.03292}{3}+\frac{0.3188}{9}\right)=0.0978 .$$

**First reciprocal shell.** There are 12 vectors along $(110)$ with $G=4.3751$, so $u=3.9549$. Their contribution to the energy is $2\pi n\times12\,\psi=0.018018$. Here $K=1/2$, so $w'=1/12$ and $w_{44}=1/6$. Equation (7) gives $-(2+2u)/3=-3.3032$ and $8+8u+4u^2=102.20$, and therefore

$$c'/n:\quad0.018018\left(-3.3032+\frac{102.20}{24}\right)=0.0172,$$

$$c_{44}/n:\quad0.018018\left(-3.3032+\frac{102.20}{12}\right)=0.0939 .$$

The other shells are treated in the same way. The first two shells of each sum and the totals are:

| Shell | $c'/n$ | $c_{44}/n$ |
|---|---:|---:|
| $R$, (111) | −0.043893 | 0.097778 |
| $R$, (200) | 0.046722 | −0.009216 |
| all $R$ | 0.003079 | 0.089131 |
| $G$, (110) | 0.017211 | 0.093942 |
| $G$, (200) | 0.004113 | −0.000513 |
| all $G$ | 0.021410 | 0.093639 |

Adding the two totals in each column gives $0.024489$ and $0.182770$. Restoring $r_s$,

$$c'=0.0245\,\frac n{r_s},\qquad c_{44}=0.1828\,\frac n{r_s}.$$

The same shells give the Madelung energy. The constant terms in (3) are

$$-\frac{\pi n}{2\alpha^2}-\frac{\alpha}{\sqrt\pi}=-0.930526,$$

and the two sums add $0.016487$ and $0.018109$, so that $E_M=-0.895929/r_s$.

The crystal is strongly anisotropic, with $c_{44}/c'=7.46$. For this $\alpha$ the contributions of the first two neighbour shells to $c'$ nearly cancel. How the total is divided among shells depends on $\alpha$; the total does not.

The numerical check tests these values by a different route. It evaluates definition (2) for lattices with small finite strains, without Ewald sums, and differentiates the energy numerically.

### 6. The Voigt average

The Voigt average is the shear modulus obtained when crystallites of all orientations undergo the same strain. It is found by averaging (1) over all rotations of $s$ relative to the crystal axes. For a unit vector $\mathbf v$ distributed uniformly over the sphere,

$$\langle v_iv_j\rangle=\frac{\delta_{ij}}3,\qquad\langle v_iv_jv_kv_l\rangle=\frac{\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}}{15}.$$

The right-hand sides are the only isotropic tensors with the required symmetry, and their factors are fixed by $\mathbf v\cdot\mathbf v=1$. With $\operatorname{tr}s=0$ they give

$$\langle b\rangle=\frac{\operatorname{tr}s^2}{3},\qquad\langle a^2\rangle=\frac{2\operatorname{tr}s^2}{15}.\tag{8}$$

Each diagonal element of the rotated strain is of the form $\mathbf v\cdot s\mathbf v$, with $\mathbf v$ a crystal axis. The average of $\sum_is_{ii}^2$ is therefore $3\times\frac2{15}\operatorname{tr}s^2=\frac25\operatorname{tr}s^2$, and the off-diagonal part carries the remaining $\frac35\operatorname{tr}s^2$. Hence

$$\langle W\rangle=\frac{2c'+3c_{44}}5\operatorname{tr}s^2 .\tag{9}$$

The same average can be taken term by term in the lattice sums. Inserting (8) into (4), each term changes by

$$\operatorname{tr}s^2\left[\frac{\theta f}{3}+\frac{(\theta^2-2\theta)f}{15}\right]=\frac{\operatorname{tr}s^2}{15}\,\theta(\theta+3)f .\tag{10}$$

For the bare interaction $f=1/r$ one has $\theta f=-f$, so $\theta(\theta+3)f=-2f$. Every pair energy would then change by the fraction $-\frac2{15}\operatorname{tr}s^2$, which is the origin of the number $2/15$. The bare sum does not converge by itself, however, so the argument is carried out on (3).

Let $D=\alpha\,\partial/\partial\alpha$. The function $\varphi$ is $\alpha$ times a function of $\alpha r$, so $D\varphi=\varphi+\theta\varphi$, which means $\theta=D-1$ on $\varphi$. The function $\psi$ is $\alpha^{-2}$ times a function of $G/\alpha$, so $D\psi=-2\psi-\theta\psi$, which means $\theta=-D-2$ on $\psi$. Since $\theta$ and $D$ commute, these replacements may be repeated:

$$\theta(\theta+3)\varphi=(D-1)(D+2)\varphi,$$

$$\theta(\theta+3)\psi=(-D-2)(-D+1)\psi=(D+2)(D-1)\psi .$$

Both sums are acted on by the same operator, $D^2+D-2$. The two constant terms of (3) do not change under strain, and this operator also gives zero on them. On a power $\alpha^m$ it gives $(m+2)(m-1)\alpha^m$, which vanishes for $m=-2$ and for $m=1$, the two powers that occur. The average energy change per electron can therefore be written with the whole of $E$:

$$\langle\Delta E\rangle=\frac{\operatorname{tr}s^2}{15}(D^2+D-2)E_M=-\frac2{15}E_M\operatorname{tr}s^2 .$$

The last step uses $DE_M=0$. Multiplying by $n$ and comparing with (9),

$$\frac{2c'+3c_{44}}5=-\frac2{15}\,nE_M=\frac2{15}\,n|E_M| .\tag{11}$$

For bcc, in units of $n/r_s$, the left side is $(2\times0.024489+3\times0.182770)/5=0.11946$, and the right side is $2\times0.895929/15=0.11946$.

### 7. Stability, and values at $r_s=200$

By (1), the crystal resists every small homogeneous shear if and only if $c'$ and $c_{44}$ are both positive. Equation (11) fixes only a weighted mean of the two. Its proof used cubic symmetry and one electron per primitive cell, so it also holds for the simple cubic (sc) and face-centred cubic (fcc) lattices. In units of $n/r_s$:

| Lattice | $c'$ | $c_{44}$ | Voigt average |
|---|---:|---:|---:|
| sc | 0.4467 | −0.1023 | 0.1173 |
| bcc | 0.0245 | 0.1828 | 0.1195 |
| fcc | 0.0207 | 0.1853 | 0.1194 |

The simple cubic crystal has a positive average and is nevertheless unstable, because $c_{44}<0$. The relation therefore does not guarantee stability. The bcc and fcc crystals pass this test, which concerns homogeneous shear and says nothing about distortions of short wavelength.

For $r_s=200$ the density is $n=2.984\times10^{-8}$ bohr$^{-3}$. The unit of the shear constants is $n/r_s=1.492\times10^{-10}$ hartree/bohr$^3$, or $4390$ Pa, and

$$c'=0.0245\times4390\ \text{Pa}\approx110\ \text{Pa},\qquad c_{44}=0.1828\times4390\ \text{Pa}\approx800\ \text{Pa}.$$

These are values for the static lattice, rounded to two figures. The squared vibration frequencies scale as $n$, so the zero-point energy scales as $r_s^{-3/2}$, while the Coulomb energy scales as $r_s^{-1}$. At leading order, zero-point motion therefore corrects the shear constants by a relative amount $\gamma\,r_s^{-1/2}$, where $r_s^{-1/2}=0.07$ at $r_s=200$. The coefficient $\gamma$ is not small. The harmonic zero-point energy of the strained bcc lattice, whose calculation is not shown here, gives $\gamma\approx-5.6$ for $c_{44}$ and roughly $-2.5$ for $c'$. At $r_s=200$ this leading term amounts to about $-40\%$ for $c_{44}$ and nearly $-20\%$ for $c'$. It does not give the net correction. The anharmonic terms, of relative order $r_s^{-1}$, are not negligible here: the quartic term alone raises both constants by some tens of percent, and the cubic term of the same order is not evaluated. The values in pascal therefore describe the static lattice and are not close estimates for the real crystal. The static results become accurate only slowly as $r_s\to\infty$. At small $r_s$ they lose their meaning, because the electrons no longer stay close to lattice sites.

## Computed results

```
bcc at rs = 1 (lengths in rs, energies and moduli/n in 1/rs)
density n = 0.238732 rs^-3, cube edge a = 2.030983 rs
Ewald parameter alpha = 1.10 1/rs
shell: integers, number, length, K, energy, c'/n, c44/n
R (a/2) 111   8 1.7589 0.3333 +0.014136 -0.043893 +0.097778
R (a/2) 200   6 2.0310 1.0000 +0.002335 +0.046722 -0.009216
R (a/2) 220  12 2.8722 0.5000 +0.000016 +0.000211 +0.000543
R (a/2) 311  24 3.3680 0.6860 +0.000001 +0.000038 +0.000020
R (a/2) 222   8 3.5178 0.3333 +0.000000 -0.000001 +0.000005
R (a/2) all shells: +0.016487 +0.003079 +0.089131
G (2pi/a) 110  12 4.3751 0.5000 +0.018018 +0.017211 +0.093942
G (2pi/a) 200   6 6.1873 1.0000 +0.000086 +0.004113 -0.000513
G (2pi/a) 211  24 7.5779 0.5000 +0.000004 +0.000085 +0.000207
G (2pi/a) 220  12 8.7502 0.5000 +0.000000 +0.000001 +0.000003
G (2pi/a) 310  24 9.7830 0.8200 +0.000000 +0.000000 +0.000000
G (2pi/a) all shells: +0.018109 +0.021410 +0.093639
constant terms in the energy: -0.930526 1/rs
sum of shown shells and constants (energy, c'/n, c44/n): -0.895929 +0.024489 +0.182770
converged results, moduli in n/rs, energy in Hartree/rs:
sc: E_M = -0.880059, c' = 0.446747, c44 = -0.102263
sc: Voigt = 0.11734126, (2/15)|E_M| = 0.11734126
sc: direct sums c' = 0.446747, c44 = -0.102263, K=3/5 axis = 0.117341
bcc: E_M = -0.895929, c' = 0.024489, c44 = 0.182770
bcc: Voigt = 0.11945723, (2/15)|E_M| = 0.11945723
bcc: direct sums c' = 0.024489, c44 = 0.182770, K=3/5 axis = 0.119457
fcc: E_M = -0.895874, c' = 0.020673, c44 = 0.185301
fcc: Voigt = 0.11944982, (2/15)|E_M| = 0.11944982
fcc: direct sums c' = 0.020673, c44 = 0.185301, K=3/5 axis = 0.119450
bcc rounded: c' = 0.0245 n/rs, c44 = 0.1828 n/rs
bcc anisotropy c44/c' = 7.463
bcc random strain: direct 0.112927, from c' and c44 0.112927 n/rs
example rs = 200 bohr: n = 2.9842e-08 bohr^-3
unit n/rs = 1.4921e-10 Hartree/bohr^3 = 4389.8 Pa
c' = 107.5 Pa, c44 = 802.3 Pa
Voigt average = 524.4 Pa
```
